# Zero-phonon weight of a strongly coupled defect in a monolayer channel: a program that tests the result

```python
# Result under test: at zero temperature the zero-phonon weight of a defect
# transition is exp(-S), S = relaxation energy / phonon energy, for one
# harmonic mode with equal frequencies and a constant electronic matrix element.
# relax: energy released on the final surface (eV); phonon: quantum (eV).
# Q: mass-weighted coordinate in amu^(1/2) angstrom.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import gammaln, ive

relax = 0.30
phonon = 0.030
S = relax / phonon
weight = np.exp(-S)

# hbar^2 / (amu angstrom^2), expressed in eV
kinetic_unit = const.hbar**2 / (const.atomic_mass * 1e-20 * const.e)
delta_Q = np.sqrt(2 * relax * kinetic_unit) / phonon


def grid_ground_state(quantum, centre, grid):
    """Ground state of a parabola by finite differences."""
    step = grid[1] - grid[0]
    potential = 0.5 * quantum**2 / kinetic_unit * (grid - centre)**2
    diagonal = kinetic_unit / step**2 + potential
    off = np.full(len(grid) - 1, -0.5 * kinetic_unit / step**2)
    energy, state = eigh_tridiagonal(diagonal, off, select='i',
                                     select_range=(0, 0))
    return energy[0], state[:, 0]


grid = np.linspace(-3.5, delta_Q + 3.5, 3001)
energy_i, state_i = grid_ground_state(phonon, 0.0, grid)
energy_f, state_f = grid_ground_state(phonon, delta_Q, grid)
weight_grid = np.dot(state_i, state_f)**2
assert abs(energy_i / (phonon / 2) - 1) < 1e-4
assert abs(weight_grid / weight - 1) < 2e-3  # finite grid step


def unequal_weight(initial, final):
    prefactor = 2 * np.sqrt(initial * final) / (initial + final)
    return prefactor * np.exp(-2 * relax * initial
                              / (final * (initial + final)))


unequal = {}
for ratio in (0.9, 1.1):
    _, changed_state = grid_ground_state(ratio * phonon, 0.0, grid)
    numerical = np.dot(changed_state, state_f)**2
    unequal[ratio] = unequal_weight(ratio * phonon, phonon)
    assert abs(numerical / unequal[ratio] - 1) < 2e-3


def coupled_oscillator(quantum, relaxation, size):
    """Linearly coupled oscillator in the initial-state phonon basis."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    return (np.diag(quantum * np.arange(size))
            + np.sqrt(relaxation * quantum) * (lower + lower.T))


size = 160
hamiltonian = coupled_oscillator(phonon, relax, size)
energies, vectors = eigh(hamiltonian)
lines = vectors[0]**2
numbers = np.arange(26)
poisson = np.exp(-S + numbers * np.log(S) - gammaln(numbers + 1))
assert np.allclose(lines[:26], poisson, rtol=1e-7, atol=1e-13)
assert abs(energies[0] + relax) < 1e-10
mean_number = np.sum(lines * (energies - energies[0])) / phonon
assert abs(mean_number - S) < 1e-8
assert set(np.argsort(lines)[-2:]) == {9, 10}
assert abs(lines[9] / lines[10] - 1) < 1e-8

# Mean absorption energy minus mean emission energy
final_energy = hamiltonian[0, 0] - energies[0]
initial_energy = np.sum(vectors[:, 0]**2 * phonon * np.arange(size))
stokes = final_energy + initial_energy
assert abs(stokes - 2 * relax) < 1e-9
misread_S = (relax / 2) / phonon
misread_weight = np.exp(-misread_S)

# Two modes share the same relaxation energy equally
mode_quanta = (0.020, 0.040)
sizes = (45, 30)
first = coupled_oscillator(mode_quanta[0], relax / 2, sizes[0])
second = coupled_oscillator(mode_quanta[1], relax / 2, sizes[1])
joint = np.kron(first, np.eye(sizes[1])) + np.kron(np.eye(sizes[0]), second)
_, joint_state = eigh(joint, subset_by_index=[0, 0])
two_mode_S = sum((relax / 2) / quantum for quantum in mode_quanta)
two_mode_weight = np.exp(-two_mode_S)
assert abs(joint_state[0, 0]**2 / two_mode_weight - 1) < 1e-6
effective_quantum = relax / two_mode_S

# Thermal line with no net phonon change
temperature = 300.0
thermal_energy = const.k * temperature / const.e
occupation = 1 / np.expm1(phonon / thermal_energy)


def thermal_diagonal(states, count):
    levels = np.arange(count)
    population = np.exp(-levels * phonon / thermal_energy)
    population /= population.sum()
    return np.sum(population * np.diag(states)[:count]**2)


argument = 2 * S * np.sqrt(occupation * (occupation + 1))
single_thermal = (np.exp(argument - S * (2 * occupation + 1))
                  * ive(0, argument))
assert abs(thermal_diagonal(vectors, 50) / single_thermal - 1) < 1e-6

# Many weak modes: none changes its own phonon number
mode_count = 20000
_, weak_vectors = eigh(coupled_oscillator(phonon, relax / mode_count, 60))
many_numerical = thermal_diagonal(weak_vectors, 45)**mode_count
many_thermal = np.exp(-S * (2 * occupation + 1))
assert abs(many_numerical / many_thermal - 1) < 0.01  # finite mode count

# Rigid Gaussian charges in a periodic sheet cell with uniform background.
# Lengths are nm; total charge is one elementary charge.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
side = 1.6
charge_width = 0.1
charges = np.array([-0.5, 0.5, 0.5, 0.5])


def charge_positions(radius, height):
    angles = 2 * np.pi * np.arange(3) / 3
    outer = np.column_stack((radius * np.cos(angles),
                             radius * np.sin(angles), np.full(3, height)))
    return np.vstack((np.zeros(3), outer))


def cell_energy(positions, cell_height):
    cutoff = 45.0
    axes = []
    for length in (side, side, cell_height):
        limit = int(np.ceil(cutoff * length / (2 * np.pi)))
        axes.append(2 * np.pi * np.arange(-limit, limit + 1) / length)
    gx, gy, gz = np.meshgrid(*axes, indexing='ij')
    squared = gx**2 + gy**2 + gz**2
    keep = (squared > 1e-12) & (squared < cutoff**2)
    g_vectors = np.column_stack((gx[keep], gy[keep], gz[keep]))
    squared = squared[keep]
    structure = np.exp(-1j * g_vectors @ positions.T) @ charges
    terms = (np.abs(structure)**2
             * np.exp(-squared * charge_width**2) / squared)
    return 2 * np.pi * coulomb * terms.sum() / (side**2 * cell_height)


heights = (4.0, 8.0)
before = np.array([cell_energy(charge_positions(0.24, 0.15), h)
                   for h in heights])
after = np.array([cell_energy(charge_positions(0.22, 0.17), h)
                  for h in heights])
slope = (before[1] - before[0]) / (heights[1] - heights[0])
slope_formula = np.pi * coulomb * charges.sum()**2 / (6 * side**2)
difference_change = (before - after)[1] - (before - after)[0]
assert abs(slope / slope_formula - 1) < 0.01  # residual inverse-height term
assert abs(difference_change) < 0.005

error = 0.030
weight_high = np.exp(-(relax + error) / phonon)
weight_low = np.exp(-(relax - error) / phonon)
_, shifted_vectors = eigh(coupled_oscillator(phonon, relax + error, size))
assert abs(shifted_vectors[0, 0]**2 / weight
           / np.exp(-error / phonon) - 1) < 1e-7

print(f"Relaxation energy: {relax:.2f} eV")
print(f"Phonon energy: {1000 * phonon:.0f} meV")
print(f"Huang-Rhys factor S: {S:.2f} (no unit)")
print(f"Coordinate shift: {delta_Q:.3f} amu^(1/2) angstrom")
print(f"Zero-phonon weight: {weight:.4e} (no unit)")
print(f"Zero-phonon weight: {100 * weight:.5f} percent")
print(f"Inverse weight: {1 / weight:.0f} (no unit)")
print(f"Weight from grid states: {weight_grid:.4e} (no unit)")
print(f"Weight from diagonalization: {lines[0]:.4e} (no unit)")
print(f"Mean phonon number: {mean_number:.3f} (no unit)")
print(f"Nine-phonon weight: {lines[9]:.4f} (no unit)")
print(f"Ten-phonon weight: {lines[10]:.4f} (no unit)")
print(f"Full Stokes shift: {stokes:.3f} eV")
print(f"S if 0.30 eV is full Stokes shift: {misread_S:.2f} (no unit)")
print(f"Weight in that case: {misread_weight:.3e} (no unit)")
print(f"Trial error in relaxation energy: {1000 * error:.0f} meV")
print(f"Weight, relaxation raised: {weight_high:.3e} (no unit)")
print(f"Weight, relaxation lowered: {weight_low:.3e} (no unit)")
print(f"Weight, initial phonon 10% lower: {unequal[0.9]:.3e} (no unit)")
print(f"Weight, initial phonon 10% higher: {unequal[1.1]:.3e} (no unit)")
print(f"Two-mode lower energy: {1000 * mode_quanta[0]:.0f} meV")
print(f"Two-mode upper energy: {1000 * mode_quanta[1]:.0f} meV")
print(f"Two-mode S: {two_mode_S:.3f} (no unit)")
print(f"Two-mode effective energy: {1000 * effective_quantum:.2f} meV")
print(f"Two-mode weight: {two_mode_weight:.3e} (no unit)")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Thermal energy: {1000 * thermal_energy:.2f} meV")
print(f"Mean thermal occupation: {occupation:.4f} (no unit)")
print(f"Single-mode thermal line: {single_thermal:.3e} (no unit)")
print(f"Many-mode sharp line: {many_thermal:.3e} (no unit)")
print(f"Sheet-cell side: {side:.2f} nm")
print(f"Sheet-cell heights: {heights[0]:.1f}, {heights[1]:.1f} nm")
print(f"Energy slope from sum: {slope:.4f} eV/nm")
print(f"Energy slope from formula: {slope_formula:.4f} eV/nm")
print(f"Energy rise, one geometry: {before[1] - before[0]:.4f} eV")
print(f"Change of energy difference: {1000 * difference_change:.3f} meV")
print("all assertions hold")
```

It prints:

```
Relaxation energy: 0.30 eV
Phonon energy: 30 meV
Huang-Rhys factor S: 10.00 (no unit)
Coordinate shift: 1.669 amu^(1/2) angstrom
Zero-phonon weight: 4.5400e-05 (no unit)
Zero-phonon weight: 0.00454 percent
Inverse weight: 22026 (no unit)
Weight from grid states: 4.5399e-05 (no unit)
Weight from diagonalization: 4.5400e-05 (no unit)
Mean phonon number: 10.000 (no unit)
Nine-phonon weight: 0.1251 (no unit)
Ten-phonon weight: 0.1251 (no unit)
Full Stokes shift: 0.600 eV
S if 0.30 eV is full Stokes shift: 5.00 (no unit)
Weight in that case: 6.738e-03 (no unit)
Trial error in relaxation energy: 30 meV
Weight, relaxation raised: 1.670e-05 (no unit)
Weight, relaxation lowered: 1.234e-04 (no unit)
Weight, initial phonon 10% lower: 7.674e-05 (no unit)
Weight, initial phonon 10% higher: 2.817e-05 (no unit)
Two-mode lower energy: 20 meV
Two-mode upper energy: 40 meV
Two-mode S: 11.250 (no unit)
Two-mode effective energy: 26.67 meV
Two-mode weight: 1.301e-05 (no unit)
Temperature of use: 300 K
Thermal energy: 25.85 meV
Mean thermal occupation: 0.4563 (no unit)
Single-mode thermal line: 5.922e-03 (no unit)
Many-mode sharp line: 4.936e-09 (no unit)
Sheet-cell side: 1.60 nm
Sheet-cell heights: 4.0, 8.0 nm
Energy slope from sum: 0.2953 eV/nm
Energy slope from formula: 0.2945 eV/nm
Energy rise, one geometry: 1.1811 eV
Change of energy difference: -2.121 meV
all assertions hold
```
